\section*{Hubbard occupations and potential with the ultrasoft overlap operator}

A Hubbard correction acts on the occupations of localized orbitals, and it goes wrong when those occupations are counted with the plain overlap of ultrasoft pseudo-wavefunctions. In the model crystal worked out below, a shell of two orbitals that are orthonormal in the proper metric would, with all bands filled and the plain overlap used in the projections, be assigned an occupation matrix with the diagonal elements 0.61 and 0.74 instead of 1 and 1. The correction would then treat a closed shell as a partly filled one, giving it a spurious energy and a potential of the wrong strength. The missing charge is restored by the overlap operator $S$. This operator must enter the potential as well as the occupations, because the potential is the derivative of the energy with respect to the wavefunctions.

The form of $S$ follows from the relation between a smooth pseudo-function and the all-electron function it stands for. Around an atom, let $|\tilde\chi_i\rangle$ be pseudo partial waves and $|\chi_i\rangle$ the all-electron partial waves, which agree outside an augmentation region. Let the functions $|\beta_i\rangle$ vanish outside this region and satisfy $\langle\beta_i|\tilde\chi_j\rangle=\delta_{ij}$. With $|\Delta_i\rangle=|\chi_i\rangle-|\tilde\chi_i\rangle$, the map
\begin{equation}
T=1+\sum_i|\Delta_i\rangle\langle\beta_i|
\end{equation}
replaces each pseudo partial wave by its all-electron partner. For two pseudo-functions $f$ and $g$, write $f_i=\langle\beta_i|f\rangle$ and $g_i=\langle\beta_i|g\rangle$. Multiplying out gives
\begin{equation}
\langle Tf|Tg\rangle=\langle f|g\rangle+\sum_j\langle f|\Delta_j\rangle g_j
+\sum_i f_i^*\langle\Delta_i|g\rangle+\sum_{ij}f_i^*\langle\Delta_i|\Delta_j\rangle g_j .
\end{equation}
Assume now that the pseudo partial waves span $f$ and $g$ inside the region, so that $f=\sum_i f_i\tilde\chi_i$ and $g=\sum_j g_j\tilde\chi_j$ there. Since $\Delta_j$ vanishes outside, these expansions may be inserted in the two middle terms. The coefficient of $f_i^*g_j$ becomes
\begin{equation}
\langle\tilde\chi_i|\Delta_j\rangle+\langle\Delta_i|\tilde\chi_j\rangle+\langle\Delta_i|\Delta_j\rangle
=\langle\chi_i|\chi_j\rangle-\langle\tilde\chi_i|\tilde\chi_j\rangle\equiv q_{ij},
\end{equation}
with integrals over the augmentation region. Terms between different atoms vanish if their regions do not overlap. For a crystal with one augmented atom per cell, at the lattice vectors $\mathbf R$, this gives
\begin{equation}
\langle Tf|Tg\rangle=\langle f|S|g\rangle,\qquad
S=1+\sum_{\mathbf R}\sum_{ij}|\beta_{\mathbf Ri}\rangle q_{ij}\langle\beta_{\mathbf Rj}| .
\label{S}
\end{equation}
More atoms per cell add further terms of the same kind.

The assumption about the span matters. As an illustration, take a dimensionless coordinate $t$, the region $|t|<1$, and the pseudo partial waves $1$ and $t$. Let their all-electron partners contain in addition $(1-t^2)^2\cos 6t$ and $(1-t^2)^2\sin 6t$, and build the $\beta_i$ from $1-t^2$ and $(1-t^2)t$. The function $\cos 3t$ on $-2\le t\le 2$ is not spanned inside the region. Numerical quadrature gives 2.142 for the squared norm of its image under $T$, but 1.955 for its expectation value of $S$, which is 9\% lower. In an ultrasoft calculation $S$ is adopted as the metric in any case, and it represents the all-electron norm as well as the partial waves span the states. The rest of the derivation uses three properties of $S$: it is Hermitian, lattice periodic and positive definite. The first two follow from (\ref{S}). The third is assumed, since (\ref{S}) does not guarantee it when $q$ has negative eigenvalues. For $q_{ij}=0$ it reduces to $S=1$, the norm-conserving case.

Consider one spin channel of a crystal of $N$ cells with periodic boundary conditions; the other channel is treated in the same way with its own occupations. The Bloch states are normalized over the whole crystal,
\begin{equation}
\langle\psi_{\mathbf kv}|S|\psi_{\mathbf k'v'}\rangle=\delta_{\mathbf k\mathbf k'}\delta_{vv'},
\label{norm}
\end{equation}
and have fillings $0\le f_{\mathbf kv}\le1$. Let $\varphi_{\mathbf Rm}$ be the pseudo-functions of the localized orbitals on the correlated atom in cell $\mathbf R$. If the partial waves span both functions inside the augmentation regions, the all-electron amplitude of orbital $m$ in a Bloch state is $\langle T\varphi_{\mathbf Rm}|T\psi_{\mathbf kv}\rangle=\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle$. With $S$ adopted as the metric, the occupation matrix of the site is
\begin{equation}
n_{mm'}=\sum_{\mathbf kv}f_{\mathbf kv}
\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle
\langle\psi_{\mathbf kv}|S|\varphi_{\mathbf Rm'}\rangle .
\label{nlocal}
\end{equation}
It is Hermitian. The opposite order of the indices would define its transpose, which is equally usable if the potential is changed to match.

Equation (\ref{nlocal}) refers to an orbital in one cell, whereas a band calculation works at one $\mathbf k$ at a time. The connection is the Bloch sum
\begin{equation}
|\varphi_{\mathbf km}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\varphi_{\mathbf Rm}\rangle .
\label{blochsum}
\end{equation}
Let $\mathcal T_{\mathbf R}$ shift a function by $\mathbf R$, so that $\mathcal T_{\mathbf R}\varphi_{\mathbf 0m}=\varphi_{\mathbf Rm}$. Bloch's theorem reads $\psi_{\mathbf kv}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf kv}(\mathbf r)$, hence $\mathcal T_{\mathbf R}^\dagger\psi_{\mathbf kv}=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf kv}$. Because $S$ commutes with lattice translations,
\begin{equation}
\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle
=\langle\varphi_{\mathbf 0m}|S\,\mathcal T_{\mathbf R}^\dagger|\psi_{\mathbf kv}\rangle
=e^{i\mathbf k\cdot\mathbf R}\langle\varphi_{\mathbf 0m}|S|\psi_{\mathbf kv}\rangle .
\label{phase}
\end{equation}
Projecting with the Bloch sum, whose bra carries $e^{-i\mathbf k\cdot\mathbf R}$, makes all $N$ terms equal:
\begin{equation}
\langle\varphi_{\mathbf km}|S|\psi_{\mathbf kv}\rangle
=\frac1{\sqrt N}\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf R}
\langle\varphi_{\mathbf 0m}|S|\psi_{\mathbf kv}\rangle
=\sqrt N\,\langle\varphi_{\mathbf 0m}|S|\psi_{\mathbf kv}\rangle .
\end{equation}
Together with (\ref{phase}) this gives $\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle=N^{-1/2}e^{i\mathbf k\cdot\mathbf R}\langle\varphi_{\mathbf km}|S|\psi_{\mathbf kv}\rangle$. In (\ref{nlocal}) the phase meets its complex conjugate and cancels, and the two square roots combine:
\begin{equation}
n_{mm'}=\frac1N\sum_{\mathbf k}\sum_v f_{\mathbf kv}
\langle\varphi_{\mathbf km}|S|\psi_{\mathbf kv}\rangle
\langle\psi_{\mathbf kv}|S|\varphi_{\mathbf km'}\rangle .
\label{nk}
\end{equation}
The result does not depend on $\mathbf R$, so sites related by a lattice translation have equal occupation matrices. The sum covers the full Brillouin zone. If it is reduced by symmetry, $1/N$ becomes the weight of each $\mathbf k$, and the matrix must afterwards be symmetrized. A spatial symmetry that relates two wavevectors can also rotate the orbitals among themselves. Time reversal, which relates $\mathbf k$ and $-\mathbf k$ when the Hamiltonian and $S$ are real, turns the contribution to $n$ into its complex conjugate if the orbitals are real.

In a plane-wave basis the Bloch sum is obtained from one Fourier integral. With cell volume $\Omega$ and $\hat\varphi_m(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\varphi_{\mathbf 0m}(\mathbf r)\,d^3r$, the shifted orbital contributes the factor $e^{-i(\mathbf k+\mathbf G)\cdot\mathbf R}$. Since $e^{-i\mathbf G\cdot\mathbf R}=1$,
\begin{equation}
\langle\mathbf k+\mathbf G|\varphi_{\mathbf km}\rangle
=\frac{1}{\sqrt{N\Omega}}\frac1{\sqrt N}\sum_{\mathbf R}
e^{i\mathbf k\cdot\mathbf R}e^{-i(\mathbf k+\mathbf G)\cdot\mathbf R}\hat\varphi_m(\mathbf k+\mathbf G)
=\frac{\hat\varphi_m(\mathbf k+\mathbf G)}{\sqrt\Omega}.
\end{equation}
The functions $\beta_{\mathbf Ri}$ are treated in the same way.

For the eigenvalues of $n$ to be occupations, the orbitals of a site must be orthonormal in the metric $S$. If the original orbitals $\varphi^{(0)}_{\mathbf Rm}$ have the on-site overlap $O_{mm'}=\langle\varphi^{(0)}_{\mathbf Rm}|S|\varphi^{(0)}_{\mathbf Rm'}\rangle$, the combinations
\begin{equation}
|\varphi_{\mathbf Rm}\rangle=\sum_l|\varphi^{(0)}_{\mathbf Rl}\rangle\,(O^{-1/2})_{lm}
\label{lowdin}
\end{equation}
have the overlap $O^{-1/2}OO^{-1/2}=1$. The bounds on $n$ then follow from completeness. By (\ref{norm}) the vectors $S^{1/2}|\psi_{\mathbf kv}\rangle$ are orthonormal, and the set of all bands is complete, so $\sum_{\mathbf kv}S^{1/2}|\psi_{\mathbf kv}\rangle\langle\psi_{\mathbf kv}|S^{1/2}=1$. Multiplication by $S^{1/2}$ on both sides gives
\begin{equation}
\sum_{\mathbf kv}S|\psi_{\mathbf kv}\rangle\langle\psi_{\mathbf kv}|S=S .
\label{complete}
\end{equation}
For any coefficients $c_m$ and the orbital $\varphi_c=\sum_m c_m\varphi_{\mathbf Rm}$,
\begin{equation}
0\le\sum_{mm'}c_m^*n_{mm'}c_{m'}=\sum_{\mathbf kv}f_{\mathbf kv}|\langle\varphi_c|S|\psi_{\mathbf kv}\rangle|^2
\le\langle\varphi_c|S|\varphi_c\rangle=\sum_m|c_m|^2 .
\end{equation}
Every eigenvalue of $n$ thus lies between 0 and 1, and $n=1$ when all bands are filled. Orbitals on different sites may still overlap. The bounds hold for each site even then, but the sum of the traces over sites can count some charge twice.

Leaving out $S$ in the projections destroys this limit. Multiplying (\ref{complete}) by $S^{-1}$ on both sides gives $\sum_{\mathbf kv}|\psi_{\mathbf kv}\rangle\langle\psi_{\mathbf kv}|=S^{-1}$, so with all bands filled the shell would receive the matrix $\langle\varphi_{\mathbf Rm}|S^{-1}|\varphi_{\mathbf Rm'}\rangle$ instead of the unit matrix. If the matrix $q$ is positive definite, then $S\ge1$ and $\langle\varphi|S^{-1}|\varphi\rangle\le\langle\varphi|\varphi\rangle\le\langle\varphi|S|\varphi\rangle=1$. Charge is then lost from every orbital that overlaps with at least one of the functions $\beta_{\mathbf Ri}$.

The potential follows from an energy $E_U(n)$ assigned to each site. Vary the wavefunctions while the fillings, the orbitals and $S$ stay fixed. From (\ref{nlocal}),
\begin{equation}
\delta n_{\mathbf R,mm'}=\sum_{\mathbf kv}f_{\mathbf kv}\Big[
\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle\langle\delta\psi_{\mathbf kv}|S|\varphi_{\mathbf Rm'}\rangle
+\langle\varphi_{\mathbf Rm}|S|\delta\psi_{\mathbf kv}\rangle\langle\psi_{\mathbf kv}|S|\varphi_{\mathbf Rm'}\rangle\Big].
\end{equation}
The site label is kept because an arbitrary variation need not respect the lattice periodicity. Define $v_{mm'}=\partial E_U/\partial n_{m'm}$, with the matrix elements treated as independent in the differentiation. The energy changes by $\sum_{\mathbf R}\sum_{mm'}v_{m'm}\,\delta n_{\mathbf R,mm'}$. The part containing $\langle\delta\psi_{\mathbf kv}|$ is
\begin{equation}
\sum_{\mathbf kv}f_{\mathbf kv}\sum_{\mathbf R}\sum_{mm'}
\langle\delta\psi_{\mathbf kv}|S|\varphi_{\mathbf Rm'}\rangle\,v_{m'm}\,
\langle\varphi_{\mathbf Rm}|S|\psi_{\mathbf kv}\rangle
=\sum_{\mathbf kv}f_{\mathbf kv}\langle\delta\psi_{\mathbf kv}|V_U|\psi_{\mathbf kv}\rangle ,
\end{equation}
and the other part is its complex conjugate, since $E_U$ is real and $v$ therefore Hermitian. After exchanging the names $m$ and $m'$, the operator reads
\begin{equation}
V_U=\sum_{\mathbf R}\sum_{mm'}S|\varphi_{\mathbf Rm}\rangle\,v_{mm'}\,\langle\varphi_{\mathbf Rm'}|S .
\label{V}
\end{equation}

Take now the energy with one parameter $U$,
\begin{equation}
E_U=\frac U2\,\mathrm{Tr}[n(1-n)]=\frac U2\Big(\sum_m n_{mm}-\sum_{mm'}n_{mm'}n_{m'm}\Big).
\end{equation}
In terms of the eigenvalues $\lambda$ of $n$ it equals $(U/2)\sum\lambda(1-\lambda)$; for $U>0$ it penalizes fractional occupation and vanishes when each $\lambda$ is 0 or 1. In the double sum the element $n_{m'm}$ occurs twice, each time multiplied by $n_{mm'}$, so that
\begin{equation}
v_{mm'}=\frac{\partial E_U}{\partial n_{m'm}}=U\Big(\frac12\delta_{mm'}-n_{mm'}\Big).
\label{v}
\end{equation}
If orbitals on different sites have no overlap in the metric $S$, a filled orbital is lowered by $U/2$, an empty one is raised by $U/2$, and a half-filled one is not shifted. The potential does not depend on how the orbitals of a site are oriented. Under $\varphi_m\to\sum_l\varphi_lW_{lm}$ with unitary $W$, (\ref{nlocal}) gives $n\to W^\dagger nW$, hence $v\to W^\dagger vW$, and in (\ref{V}) the factors $WW^\dagger=1$ cancel.

The potential is nonlocal. With $\eta_{\mathbf Rm}=S\varphi_{\mathbf Rm}$, its kernel is
\begin{equation}
V_U(\mathbf r,\mathbf r')=\sum_{\mathbf R}\sum_{mm'}\eta_{\mathbf Rm}(\mathbf r)\,v_{mm'}\,\eta^*_{\mathbf Rm'}(\mathbf r'),
\end{equation}
so its action at $\mathbf r$ depends on the wavefunction throughout the range of the functions $\eta_{\mathbf Rm'}$, which can extend beyond the localized orbital into the augmentation regions it overlaps. It is nevertheless diagonal in $\mathbf k$. Inverting (\ref{blochsum}) gives $|\varphi_{\mathbf Rm}\rangle=N^{-1/2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}|\varphi_{\mathbf km}\rangle$, and therefore
\begin{equation}
\sum_{\mathbf R}|\varphi_{\mathbf Rm}\rangle\langle\varphi_{\mathbf Rm'}|
=\sum_{\mathbf k\mathbf k'}\Big[\frac1N\sum_{\mathbf R}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R}\Big]
|\varphi_{\mathbf km}\rangle\langle\varphi_{\mathbf k'm'}|
=\sum_{\mathbf k}|\varphi_{\mathbf km}\rangle\langle\varphi_{\mathbf km'}| ,
\end{equation}
because the bracket equals $\delta_{\mathbf k\mathbf k'}$. Multiplying by $S$ on both sides and by $v_{mm'}$,
\begin{equation}
V_U=\sum_{\mathbf k}\sum_{mm'}S|\varphi_{\mathbf km}\rangle\,v_{mm'}\,\langle\varphi_{\mathbf km'}|S .
\label{Vk}
\end{equation}
The factor $1/N$ of the occupation matrix does not appear here. The same matrix $v$ acts at every $\mathbf k$, and it couples different wavevectors through the average (\ref{nk}).

To obtain the equation for the states, let $H_0$ be the Hamiltonian without the Hubbard term, and let the bands be either filled or empty. The energy is minimized under the constraint (\ref{norm}). With Lagrange multipliers $\Lambda_{ba}$, where $a$ and $b$ label filled states, the coefficient of $\langle\delta\psi_a|$ gives
\begin{equation}
(H_0+V_U)|\psi_a\rangle=\sum_b S|\psi_b\rangle\Lambda_{ba}.
\end{equation}
The matrix $\Lambda$ is Hermitian, as projection onto $\langle\psi_b|$ shows. A unitary rotation among the filled states diagonalizes it and leaves $n$ unchanged, so that
\begin{equation}
(H_0+V_U)|\psi_{\mathbf kv}\rangle=\varepsilon_{\mathbf kv}\,S|\psi_{\mathbf kv}\rangle .
\label{gep}
\end{equation}
Since $V_U$ depends on $n$, this is solved iteratively. In a density-functional calculation $H_0$ also depends on the density, including the augmentation charge.

The fixed projectors are a real restriction. If the localized orbitals were constructed from the occupied states themselves, $\delta\varphi$ would add terms to (\ref{V}). If atoms move, then $\varphi$ and $\beta$ move with them, the matrix $O$ in (\ref{lowdin}) can change as well, and the forces contain the corresponding derivatives of $n$. A different choice of orbitals also gives, in general, a different $n$ for the same states, so a value of $U$ belongs to the projectors for which it was determined.

The sum of the eigenvalues is not the energy. For fixed $H_0$, the expectation value of (\ref{Vk}) summed over filled states and divided by $N$ is $\sum_{mm'}v_{mm'}n_{m'm}=\mathrm{Tr}(vn)$. Replacing this by $E_U$ requires the correction
\begin{equation}
E_U-\mathrm{Tr}(vn)=\frac U2\big(\mathrm{Tr}\,n-\mathrm{Tr}\,n^2\big)-\frac U2\mathrm{Tr}\,n+U\,\mathrm{Tr}\,n^2
=\frac U2\mathrm{Tr}\,n^2 .
\label{dc}
\end{equation}
The energy per cell is thus $E=N^{-1}\sum_{\mathbf kv}f_{\mathbf kv}\varepsilon_{\mathbf kv}+(U/2)\mathrm{Tr}\,n^2$. Because $E$ is stationary with respect to the states, its derivative comes from the explicit factor $U$ alone, $dE/dU=\frac12\mathrm{Tr}[n(1-n)]$.

A one-dimensional model with round parameters shows the sizes involved. The lattice constant is 0.4 nm, and seven equally spaced $k$ points, centred on $k=0$, are used with 25 plane waves each. The Hamiltonian $H_0$ contains the kinetic energy $\hbar^2(k+G)^2/2m_e$ and two Gaussian wells $-A\,e^{-(x-x_0)^2/2w^2}$ per cell with $w=0.05$ nm. One has $A=20$ eV at $x_0=0$, the correlated site; the other has $A=12$ eV at $x_0=0.16$ nm and breaks the inversion symmetry. The functions $\beta_1$ and $\beta_2$ are normalized and proportional to $e^{-x^2/2s^2}$ and $x\,e^{-x^2/2s^2}$ with $s=0.035$ nm. Their augmentation charges are $q_{11}=0.30$, $q_{22}=0.20$ and $q_{12}=0.05$, and $H_0$ contains the further term $\sum_{Ri}|\beta_{Ri}\rangle D_i\langle\beta_{Ri}|$ with $D_1=-2$ eV and $D_2=-1$ eV. The localized orbitals have the same two shapes with $s=0.05$ nm. Here $S$ is a chosen metric, not one computed from partial waves. One band is filled in one spin channel, $U=4$ eV, and $H_0$ is held fixed, so the response of the Hartree and exchange-correlation potentials is left out.

Before orthonormalization the on-site overlaps are $O_{11}=1.282$, $O_{22}=1.166$ and $O_{12}=0.044$. After (\ref{lowdin}), iterating the matrix diagonalization of (\ref{gep}) to self-consistency gives
\begin{equation}
n=\begin{pmatrix}0.8590&0.0785\\0.0785&0.0076\end{pmatrix},
\end{equation}
with eigenvalues 0.0005 and 0.8662. Within the shell, the filled band thus occupies essentially one orbital, the even one with a small odd admixture. The remaining 13\% of its charge lies outside the shell. From (\ref{v}),
\begin{align}
v_{11}&=4\,(0.5-0.8590)\ \mathrm{eV}=-1.436\ \mathrm{eV},\\
v_{22}&=4\,(0.5-0.00764)\ \mathrm{eV}=1.969\ \mathrm{eV},\\
v_{12}&=-4\times0.0785\ \mathrm{eV}=-0.314\ \mathrm{eV}.
\end{align}

Had $S$ been left out of the projections of these same states, the trace of $n$ would have been 0.539 instead of 0.867, a loss of 38\%. With all bands filled, the diagonal elements without $S$ are the 0.61 and 0.74 quoted at the start. These numbers keep the orbitals orthonormalized in the metric $S$ by (\ref{lowdin}). Orthonormalizing them with the plain overlap as well makes the loss smaller but does not remove it: the elements become 0.78 and 0.86. The estimate that follows uses the first pair. For the first orbital, (\ref{v}) would then give $4\,(0.5-0.6135)=-0.45$ eV in place of $-U/2=-2$ eV.

For the energy, $\mathrm{Tr}\,n^2=0.8590^2+0.0076^2+2\times0.0785^2=0.750$. Hence $E_U=2\,(0.867-0.750)=0.23$ eV, and the correction (\ref{dc}) is $2\times0.750=1.50$ eV. The eigenvalue sum per cell is $-12.06$ eV, so $E=-12.06+1.50=-10.56$ eV, or $-1.691\times10^{-18}$ J. With one more digit this energy is $-10.556$ eV, and at $U=0$ it is $-10.815$ eV. The mean slope between the two, $0.259/4=0.065$, lies between the values of $\frac12\mathrm{Tr}[n(1-n)]$ at the ends, 0.071 at $U=0$ and 0.058 at $U=4$ eV. The slope falls because $n_{11}$ grows from 0.820 to 0.859, which brings the occupation closer to 1.

On the sampled $k$ points the gap between the filled and the first empty band grows from 4.95 to 6.68 eV. Since $H_0$ is fixed, $V_U$ causes the change. Its mean expectation value is $-1.27$ eV in the filled band and $+0.20$ eV in the empty one. The difference of 1.47 eV accounts for the sign and the approximate size of the increase of 1.73 eV. The rest comes mainly from the averaging over $k$: the mean separation of the two bands grows by only 1.48 eV, whereas the gap is taken between band extrema. The seven points do not include the zone boundary, so these gaps belong to the sampled mesh.

In this model $n$ is real, and the order of its indices has no effect. It matters for complex occupations. Take trial states $0.7\,\varphi_{k1}+0.5i\,\varphi_{k2}$ with small random admixtures, for which $n_{12}=-0.012-0.328i$, and change them along $(0.3+0.4i)\,\varphi_{k1}$, again with a small random part. The derivative of $E_U$ with respect to the size of this change, found by central differences, is $-0.294$ eV. The potential (\ref{Vk}) gives the same value, whereas the transposed matrix gives $+0.462$ eV. The wrong index order thus gives a wrong derivative. For these particular states even its sign is reversed, because $n_{11}$ is close to $0.7^2\approx\frac12$, so that $v_{11}$ is small and the derivative is dominated by the nearly imaginary element $v_{12}$, which changes sign under transposition.
